\section*{Equilibrium kink spacing along a close-packed metal step}

\section*{Question}

I am working on a problem about deposit growth and am stuck on what looks like a small factor. It reads: ``Find the equilibrium mean kink spacing along a close-packed metal step at 298 K for a kink energy of 0.10 eV, allowing only single-atom kinks of either sign.''

My idea was that a kink occurs with probability $\exp(-\varepsilon/kT)$, so the spacing should be $\exp(\varepsilon/kT)$ atoms. A friend says I must halve this because there are two signs. Another says that the probability has to be normalised first, and that kinks must come in $+/-$ pairs anyway if the step is to stay straight, so the energy to use is $2\varepsilon$. Who is right? No atom spacing is given either, so how do I get a length? I would also like to know how far to trust the number for a real electrode, say silver.

\section*{Answer}

Both signs count and the probability must be normalised, but the energy in the exponent stays $\varepsilon$, not $2\varepsilon$. Each of these points follows from writing down the states of the step.

\subsection*{The model and its energy}

Take a step on the (100) face of an fcc metal, where the surface atoms form a square lattice of spacing $a$. Let the step run on average along the close-packed direction. Describe its edge by the height $h_i$ of atom column $i$, in units of $a$. The junction between columns $i$ and $i+1$ carries
\begin{equation}
n_i=h_{i+1}-h_i ,\qquad n_i\in\{-1,0,+1\}.
\end{equation}
Zero means a straight junction; $+1$ and $-1$ are the two kinks. Overhangs are excluded, since each column has one height.

To find the energy, let neighbouring atoms in the layer be joined by bonds of strength $\varphi$. Suppose the layer has $N$ atoms, $B$ intact bonds and $D$ broken ones, a broken bond being a link from an atom to an empty site. Each atom has four links, and an intact bond uses up two of them, so $4N=2B+D$. The bond energy is therefore
\begin{equation}
-\varphi B=-2\varphi N+\tfrac12\varphi D .
\end{equation}
The first term depends only on the number of atoms. An atom added at a kink makes two bonds in the layer and gains $2\varphi$, while the kink merely moves along by one site. At equilibrium the step neither grows nor dissolves, so the surroundings supply and take back atoms at just this price, and the first term drops out. (Bonds to the layer below are the same for every atom and drop out in the same way.)

What remains is $\tfrac12\varphi D$. Each column has one broken bond at its top, whatever the shape of the step. Two neighbouring columns have $|h_{i+1}-h_i|$ broken bonds between them. Measured from the straight step, the energy is then
\begin{equation}
E=\varepsilon\sum_i |n_i| ,\qquad \varepsilon=\tfrac12\varphi .
\label{energy}
\end{equation}
So $\varepsilon$ is the cost of one kink of either sign. A single atom stuck on a straight edge is a $+$ kink followed by a $-$ kink, and costs $2\varepsilon$.

\subsection*{The kink density}

Because (\ref{energy}) is a sum over junctions, the Boltzmann factor of the whole step is a product. With $w=\exp(-\varepsilon/kT)$ and $L$ junctions,
\begin{equation}
Z=\sum_{n_1}\cdots\sum_{n_L}\prod_i w^{|n_i|}
=\Big(\sum_{n=-1}^{1}w^{|n|}\Big)^{L}=(1+2w)^L .
\end{equation}
Each junction is independent of the others, with probabilities
\begin{equation}
p_+=p_-=\frac{w}{1+2w},\qquad p_0=\frac{1}{1+2w}.
\end{equation}
The density of kinks of both signs, per junction, is
\begin{equation}
c=p_++p_-=\frac{2w}{1+2w}.
\label{density}
\end{equation}
Your $w$ is the probability of a $+$ kink \emph{relative to} that of a straight junction. Dividing by $1+2w$ turns it into a probability, and the factor 2 counts the signs.

\subsection*{Does keeping the step straight change this?}

In the sum above the far end of the step was free. Suppose instead that the numbers of $+$ and $-$ kinks are forced to be equal, both $K$. The kinks can be placed in $L!/[K!\,K!\,(L-2K)!]$ ways, so the total weight of all such steps is
\begin{equation}
W(K)=\frac{L!}{K!\,K!\,(L-2K)!}\,w^{2K}.
\end{equation}
Here each pair does bring the factor $w^2=\exp(-2\varepsilon/kT)$. But its two members can sit far apart, and the number of ways to place them also grows as a square. The weight is largest where adding one more pair leaves it unchanged:
\begin{equation}
\frac{W(K+1)}{W(K)}=\frac{w^2(L-2K)(L-2K-1)}{(K+1)^2}=1 .
\end{equation}
For a long step the $\pm1$ terms are negligible. Taking the square root gives $K/L=w(1-2K/L)$, hence
\begin{equation}
\frac{K}{L}=\frac{w}{1+2w},
\end{equation}
which is $p_+$ again. The pair constraint does not alter the density of a long step, and the exponent contains $\varepsilon$. For the numbers of your problem, the full sum over $K$ for 40\,000 junctions gives $c=0.03912$, against $0.03913$ from (\ref{density}). ``Long'' means many kink spacings: with both ends held, the density is 1.2\% lower for 1000 junctions, 13\% lower for 100 and 55\% lower for 25.

\subsection*{From density to spacing}

Start at a kink and walk along the step. The next kink is $j$ junctions away if $j-1$ straight junctions come first and then a kinked one:
\begin{equation}
P(j)=(1-c)^{j-1}c .
\end{equation}
To average $j$, put $q=1-c$ and differentiate the geometric series $\sum_{j\ge0}q^j=1/(1-q)$ with respect to $q$. This gives $\sum_{j\ge1}jq^{j-1}=1/(1-q)^2=1/c^2$, so
\begin{equation}
\langle j\rangle=c\sum_{j=1}^{\infty}jq^{j-1}=\frac{c}{c^2}=\frac1c .
\end{equation}
The mean spacing is therefore
\begin{equation}
\lambda=\frac{a}{c}=a\,\frac{1+2w}{2w}
=a\left[1+\tfrac12\exp\!\left(\frac{\varepsilon}{kT}\right)\right].
\label{result}
\end{equation}

\subsection*{The numbers}

At 298 K, $kT=0.02568$ eV, so
\begin{align}
\frac{\varepsilon}{kT}&=\frac{0.10}{0.02568}=3.894, &
\exp\!\left(\frac{\varepsilon}{kT}\right)&=49.11,\\
w&=\frac1{49.11}=0.02036, &
c&=\frac{2(0.02036)}{1.0407}=0.0391 .
\end{align}
Equation (\ref{result}) gives
\begin{equation}
\frac{\lambda}{a}=1+\frac{49.11}{2}=25.56 .
\end{equation}
The answer is \textbf{about 26 atom spacings}. This is all the question fixes; a length needs a metal. For silver, with the rough value $a=0.289$ nm, it is $25.56\times0.289$ nm, or \textbf{about 7.4 nm}.

This is a mean over a broad distribution. $P(j)$ falls steadily with $j$, so the single most likely gap is one junction. The chance that a gap exceeds $J$ junctions is the chance of $J$ straight ones in a row, $(1-c)^J$. For $J=25$ this is $0.369$: more than a third of the gaps are longer than 25 spacings, and many short ones balance them. A Monte Carlo simulation of one million junctions, with the gaps measured directly, gave a mean of $25.62\pm0.13$ spacings (one standard error) and the same share, $0.369$.

\subsection*{Where the other answers come from}

Halving $\exp(\varepsilon/kT)$ without normalising gives $24.56\,a$, which is 3.9\% below (\ref{result}). The difference is one atom spacing at any temperature, so it matters little when kinks are rare.

Allowing one sign only is a different model. Each junction then has the sum $1+w$ and the kink density $w/(1+w)$, so the spacing is $a(1+1/w)=50.11\,a$, nearly twice too long. Such a step would also climb by one row every 50 atoms or so, and would not follow the close-packed direction.

Using $2\varepsilon$ in the exponent would be right for a different object: two kinks at two \emph{given} junctions, whose joint weight is $w^2$.

\subsection*{Cold and hot limits}

For $kT\ll\varepsilon$ the 1 in (\ref{result}) is negligible and $\lambda\to(a/2)\exp(\varepsilon/kT)$: the kinks are a dilute gas. For $kT\gg\varepsilon$, $w\to1$ and $\lambda\to\tfrac32a$, because the three states of a junction become equally likely and two of them are kinked.

The hot limit is where the restriction to single-atom kinks fails. If a kink $n$ atoms deep is allowed at the cost $|n|\varepsilon$, the sum for one junction becomes
\begin{equation}
1+2\sum_{n=1}^{\infty}w^n=1+\frac{2w}{1-w}=\frac{1+w}{1-w}.
\end{equation}
A junction is then straight with probability $(1-w)/(1+w)$ and kinked with probability $2w/(1+w)$. The mean distance between kinked junctions is
\begin{equation}
\lambda_{\rm deep}=a\,\frac{1+w}{2w}=a\left[\tfrac12+\tfrac12\exp\!\left(\frac{\varepsilon}{kT}\right)\right],
\end{equation}
half an atom spacing less than before. In your problem this is $25.06\,a$, a change of $-2.0\%$, so the restriction is harmless here. In the hot limit it would change $\tfrac32a$ to $a$. That limit is only formal. The straight step costs $\varepsilon$ per column, so its free energy per column is $\varepsilon-kT\ln[(1+w)/(1-w)]$, which vanishes at $w=\sqrt2-1\approx0.41$, about 1300 K for $\varepsilon=0.10$ eV. Above that the model has no well-defined step.

\subsection*{A step that is not quite aligned}

A step turned by an angle $\theta$ from the close-packed direction must have more kinks of one sign. On the square lattice a kink shifts the edge by $a$, so $p_+-p_-=m$ with $m=\tan\theta$. Repeat the counting argument with $K$ kinks of sign $-$ and $K+mL$ of sign $+$. Adding one more pair leaves the weight unchanged when
\begin{equation}
p_+p_-=w^2p_0^2 .
\end{equation}
With $c=p_++p_-$, the left side is $\tfrac14[(p_++p_-)^2-(p_+-p_-)^2]=\tfrac14(c^2-m^2)$, and $p_0=1-c$. Hence
\begin{align}
c^2-m^2&=4w^2(1-c)^2,\\
(1-4w^2)c^2+8w^2c-(m^2+4w^2)&=0 .
\end{align}
A quarter of the discriminant is $16w^4+(1-4w^2)(m^2+4w^2)=m^2+4w^2-4w^2m^2$, since the terms in $w^4$ cancel. For $w<\tfrac12$ the positive root is
\begin{equation}
c=\frac{-4w^2+\sqrt{m^2+4w^2-4w^2m^2}}{1-4w^2}.
\label{tilt}
\end{equation}
For $m=0$ the numerator is $2w(1-2w)$ and the denominator $(1-2w)(1+2w)$, which returns (\ref{density}). For $w\to0$ it gives $c=|m|$: only the kinks forced by the geometry remain. Thermal kinks dominate while $m$ is well below $2w$, here $0.041$, which corresponds to a little over $2^\circ$.

At $1^\circ$ the spacing, measured along the close-packed direction, is $23.41\,a$, or 8.4\% less than for the aligned step. At $5^\circ$ it is $10.53\,a$, or 59\% less, and most of the kinks are there because of the angle. The single-atom restriction matters more here: with kinks of any depth allowed, the distance between kinked junctions at $5^\circ$ is $11.27\,a$, 7\% longer.

\subsection*{Kinks that feel each other}

Suppose that two opposite kinks on adjacent junctions get an extra weight $g$: $g=0$ forbids such pairs, and $g>1$ favours them. The junctions are no longer independent, but the sum over states can be built up one junction at a time with a matrix. In the order $(+,0,-)$ it is
\begin{equation}
T=\begin{pmatrix} w&\sqrt w&gw\\ \sqrt w&1&\sqrt w\\ gw&\sqrt w&w\end{pmatrix}.
\end{equation}
Each junction's weight is split as a square root between the two matrices it belongs to. For a long step the largest eigenvalue $t$ dominates. The parts of the step to the left and right of a junction each contribute one factor of the eigenvector, so the probability of a state is the square of its component, normalised. The two signs are equivalent, so the eigenvector is $(x,y,x)$ and
\begin{align}
tx&=w(1+g)x+\sqrt w\,y,\\
ty&=2\sqrt w\,x+y .
\end{align}
The second line gives $x/y=(t-1)/(2\sqrt w)$. Inserting this in the first gives the equation for $t$, and the squares give the density:
\begin{equation}
(t-1)\,[t-w(1+g)]=2w,\qquad
c=\frac{2x^2}{2x^2+y^2}=\frac{(t-1)^2}{2w+(t-1)^2}.
\end{equation}
For $g=1$ the solution is $t=1+2w$, and (\ref{density}) returns. Forbidding the pairs gives $\lambda=26.53\,a$, which is 3.8\% longer. Favouring them by $0.02$ eV, so that $g=\exp(0.02/0.02568)=2.18$, gives $24.44\,a$, which is 4.4\% shorter. The effect is small here because kinks are rare and the attraction is weak. Rarity alone is not enough: with an attraction of $0.08$ eV the same equations give $9.54\,a$, because $g$ is then about 22.5, and two thirds of the kinks sit next to a kink of opposite sign.

\subsection*{How far to trust it for silver}

The kink energy of $0.10$ eV comes from your problem and was not calculated for silver, so a real case needs a value for the step in question. The result is sensitive to this energy, because it stands in an exponent. With everything else fixed, $0.08$ eV gives $12.27\,a$ and $0.12$ eV gives $54.51\,a$. An uncertainty of $0.02$ eV thus changes the spacing by a factor of about two either way. In an electrolyte $\varepsilon$ may also depend on the electrode potential. Strictly, it should be a free energy: if a kink carries vibrational entropy $s$, then $\varepsilon-Ts$ replaces $\varepsilon$, and $s=k/2$ would already shift it by $kT/2\approx0.013$ eV.

The conditions of use matter too. In a bath at 333 K, with $\varepsilon$ held at $0.10$ eV, the spacing falls to $17.31\,a$, or 32\% less than at 298 K. A misalignment of $5^\circ$ matters more than that, one of $1^\circ$ much less. For the aligned step, deeper kinks, forbidden adjacent pairs and a pair attraction of $0.02$ eV each change the result by less than 5\%; a stronger attraction matters much more ($-14\%$ at $0.04$ eV, $-63\%$ at $0.08$ eV).

Finally, (\ref{result}) holds at equilibrium. While metal is being plated, atoms arrive at the edge faster than they leave, the balance used to remove the term $-2\varphi N$ no longer holds, and the kink density need not be the equilibrium one. This calculation does not say how large that change is. For a long step on silver (100), the face modelled here, at rest, aligned and near room temperature, I would quote ``7.4 nm if $\varepsilon$ is $0.10$ eV, and uncertain by a factor of about two if $\varepsilon$ is known only to $0.02$ eV''. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
Kink energy E: 0.1 eV
Temperature T: 298 K
Atom spacing a (rough, silver): 0.289 nm
Thermal energy kT: 0.02568 eV
Ratio E/kT: 3.8941
exp(E/kT): 49.11
Boltzmann factor w: 0.02036
Junction partition function 1+2w: 1.0407
Probability of a + kink: 0.01956
Probability of a straight junction: 0.9609
Kink density, both signs: 0.03913 per junction
Mean kink spacing: 25.56 a
Mean kink spacing: 7.39 nm
Density from bond counting: 0.03913 per junction
Density at fixed direction: 0.03912 per junction
Simulated mean spacing: 25.62 a
Standard error of simulated spacing: 0.13 a
Share of gaps above 25 a, formula: 0.369
Share of gaps above 25 a, simulated: 0.369
Shortcut exp(E/kT)/2: 24.56 a, change -3.9 %
One sign only, 1+exp(E/kT): 50.11 a, change +96.1 %
Neglected effects, spacing and change:
Kinks of any depth: 25.06 a, change -2.0 %
Adjacent opposite kinks forbidden: 26.53 a, change +3.8 %
Such pairs favoured by 0.02 eV: 24.44 a, change -4.4 %
Step turned by 1 degree(s): 23.41 a, change -8.4 %
Step turned by 5 degree(s): 10.53 a, change -58.8 %
Kink energy 0.08 eV: 12.27 a, change -52.0 %
Kink energy 0.12 eV: 54.51 a, change +113.3 %
Bath at 333 K: 17.31 a, change -32.3 %
\end{verbatim}
